# Memristor with Joglekar window at p = 1: logistic state, unreachable boundaries

## 1. Situation and model

In a bipolar resistive switch, a conducting filament in an oxide film lengthens when current flows one way and shortens when it flows the other way. A circuit simulator needs a rule that moves the tip of the filament and keeps it between the electrodes. One such rule multiplies the drift speed by a window that vanishes at both electrodes. For the quadratic window the equation can be solved for any current waveform, and the solution shows what the window does: it puts both end states at infinite charge.

Let the oxide have thickness $D$ and the filament length $w$, and let $x=w/D$. The complete filament has resistance $R_{\rm on}$, and the same column without a filament has $R_{\rm off}\ge R_{\rm on}>0$. Treating the two parts as resistors in series gives the memristance

$$M(x)=R_{\rm on}x+R_{\rm off}(1-x).$$

The current $i$ is positive when it lengthens the filament. The filament part has resistance $R_{\rm on}w/D$, so the voltage across it is $R_{\rm on}wi/D$. Division by its length $w$ gives the field $R_{\rm on}i/D$. Linear drift with vacancy mobility $\mu$ then means

$$\frac{dw}{dt}=\mu\frac{R_{\rm on}}{D}\,i .$$

Dividing by $D$ and inserting the Joglekar window $f_p(x)=1-(2x-1)^{2p}$, with $p$ a positive integer, gives

$$\frac{dx}{dt}=\frac{\mu R_{\rm on}}{D^2}\,i(t)\,f_p(x).$$

The window is a modelling choice; it does not follow from the drift law. At $p=1$,

$$f_1=1-(4x^2-4x+1)=4x(1-x).$$

The factor 4 is absorbed into a characteristic charge:

$$q_c=\frac{D^2}{4\mu R_{\rm on}},\qquad \frac{dx}{dt}=\frac{i(t)}{q_c}\,x(1-x). \tag{1}$$

Here $\mu$ and $R_{\rm on}$ are positive constants, and $\int|i|\,dt$ is finite over any finite time. The net transferred charge is $q(t)=\int_0^t i\,dt'$, and the initial state satisfies $0<x_0<1$.

## 2. The logistic law

Separating variables would divide by $x(1-x)$, which assumes that this product never vanishes. That is part of what has to be shown, so integrating factors are used instead.

Read (1) as a linear equation for $x$ with the time-dependent coefficient $i(1-x)/q_c$. Its solution satisfies

$$x(t)=x_0\exp\!\left[\frac1{q_c}\int_0^t i\,(1-x)\,dt'\right]. \tag{2}$$

Since $d(1-x)/dt=-dx/dt=-(i\,x/q_c)(1-x)$, the distance from the upper boundary obeys

$$1-x(t)=(1-x_0)\exp\!\left[-\frac1{q_c}\int_0^t i\,x\,dt'\right]. \tag{3}$$

While the solution exists, $x$ is continuous and both integrals are finite. An exponential of a finite number is positive, so $x>0$ and $1-x>0$. The solution is therefore confined to $0<x<1$, cannot blow up, and continues to every finite time.

Now divide (2) by (3). The exponents combine as $i(1-x)+ix=i$, and the unknown $x$ drops out of the integral:

$$\frac{x}{1-x}=\frac{x_0}{1-x_0}\,e^{q/q_c}. \tag{4}$$

Call the right-hand side $r$. From $x=r(1-x)$ follows $x(1+r)=r$, hence $x=r/(1+r)=1/(1+1/r)$, or

$$\boxed{\,x(q)=\frac{1}{1+\dfrac{1-x_0}{x_0}\,e^{-q/q_c}}\,} \tag{5}$$

The exponential is finite and positive for every finite $q$, so $0<x<1$. The boundaries are limits for $q\to\pm\infty$. The waveform enters through its net charge alone, and a drive with zero net charge restores $x_0$.

The condition on $x_0$ matters. If the state is placed at $x_0=0$ or $x_0=1$, equation (1) gives $dx/dt=0$ for every current, and the state stays there. Such a state is a trap, which matters for initial conditions in a simulation.

Equation (5) was tested by integrating the drift equation in time over 20 ms, with the parameters of section 5. The currents were a sine of amplitude 0.2 mA and period 20 ms, a cosine of period 8 ms starting at 0.3 mA and decaying with a 5 ms time constant, and a steady −0.1 mA. Each was started from $x_0=0.05$, 0.2 and 0.7. At 5, 13 and 20 ms the largest absolute difference in $x$ from (5) was $5\times10^{-13}$.

## 3. Charge needed, and the role of the window

Taking the logarithm of (4) gives the net charge between two states:

$$q=q_c\ln\frac{x(1-x_0)}{x_0(1-x)}. \tag{6}$$

It diverges logarithmically at both ends. For large positive charge, (5) gives

$$1-x\simeq\frac{1-x_0}{x_0}e^{-q/q_c},$$

so each further $q_c$ reduces the remaining distance by a factor $e$. For large negative charge, $x\simeq[x_0/(1-x_0)]\,e^{q/q_c}$, and the lower end is approached at the same rate.

Without a window, $f=1$ and $dx/dq=1/(4q_c)$. The upper boundary is then reached after the finite charge $4q_c(1-x_0)$. The windowed slope $x(1-x)/q_c$ equals this value at $x=1/2$ and is smaller everywhere else. The window thus leaves the drift law untouched at mid-thickness and slows the front on both sides.

For other integers $p\ge1$ the state is again confined. Let $u=1-x$. Bernoulli's inequality for an even power, $(1-2u)^{2p}\ge1-4pu$ for $0\le u\le1$, gives $f_p\le4pu$. Because $du/dt=-i f_p/(4q_c)$,

$$\frac{du}{dt}\ge-\frac{p\,|i|}{q_c}\,u
\quad\Longrightarrow\quad
u(t)\ge u_0\exp\!\left[-\frac{p}{q_c}\int_0^t|i|\,dt'\right]>0 .$$

The symmetry $x\leftrightarrow1-x$ of the window gives the same bound at the lower end. Close to a boundary $f_p\simeq4pu$, so a factor $e$ in distance costs the charge $q_c/p$. A larger $p$ makes the window flatter and the final approach faster, but does not make the boundary reachable. This was tested for $p=1$, 2 and 5: the charge integral between $u=10^{-6}$ and $10^{-9}$ agreed with $(q_c/p)\ln1000$ to a relative $10^{-5}$.

## 4. Voltage drive and the flux relation

In a circuit the voltage $v$ is often the given quantity, and $i=v/M(x)$. Since $M\ge R_{\rm on}$,

$$|q|\le\int_0^t|i|\,dt'\le\frac1{R_{\rm on}}\int_0^t|v|\,dt'.$$

A bounded voltage therefore supplies finite charge in finite time and cannot bring the state to a boundary.

The flux is $\varphi=\int_0^t v\,dt'=\int_0^q M\,dq'$. Writing $M=R_{\rm off}-(R_{\rm off}-R_{\rm on})x$ leaves the integral of $x$ over charge. Multiplying numerator and denominator of (5) by $x_0e^{q/q_c}$ gives

$$x=\frac{x_0e^{q/q_c}}{1-x_0+x_0e^{q/q_c}}
=q_c\frac{d}{dq}\ln\!\left(1-x_0+x_0e^{q/q_c}\right).$$

The logarithm vanishes at $q=0$, so

$$\varphi(q)=R_{\rm off}\,q-(R_{\rm off}-R_{\rm on})\,q_c\ln\!\left(1-x_0+x_0e^{q/q_c}\right). \tag{7}$$

Its slope is $M$, which lies between $R_{\rm on}$ and $R_{\rm off}$. Hence $\varphi(q)$ rises strictly, and each flux belongs to one charge.

Under a steady voltage the two ends are approached at different speeds in time, although they are symmetric in charge. Near $x=1$ the current tends to $v/R_{\rm on}$, and the remaining distance decays with time constant $R_{\rm on}q_c/|v|$. Near $x=0$, under reverse voltage, the time constant is $R_{\rm off}q_c/|v|$, longer by the factor $R_{\rm off}/R_{\rm on}$.

## 5. Worked example

The parameters are rough values for a self-heated filament in titanium dioxide: $D=10$ nm, radius 5 nm, $R_{\rm on}=1$ kΩ, $R_{\rm off}=5$ kΩ, and $\mu=10^{-9}$ cm²/Vs at 600 K. With $D=10^{-6}$ cm,

$$q_c=\frac{(10^{-6}\ \text{cm})^2}{4\,(10^{-9}\ \text{cm}^2/\text{Vs})(10^3\ \Omega)}=2.5\times10^{-7}\ \text{C}=0.25\ \mu\text{C}.$$

From $x_0=0.2$ to $x=0.8$ the ratio $x/(1-x)$ rises from 1/4 to 4, a factor 16, so $q=0.25\ln16=0.693$ μC. Other targets from the same start need:

| Target $x$ | Charge (μC) |
|---|---|
| 0.03 | −0.52 |
| 0.5 | 0.35 |
| 0.9 | 0.90 |
| 0.97 | 1.22 |
| 0.99 | 1.50 |
| 0.999 | 2.07 |

From 0.99 to 0.999 the remaining distance falls tenfold, at a cost of about $q_c\ln10=0.58$ μC. After 5 μC it is $8\times10^{-9}$, still positive. Without the window the filament would arrive after $4(0.25)(0.8)=0.80$ μC; at that charge the windowed state is $x=0.86$.

Let the electrical power be held at $P=56.5$ μW, a value explained in section 7. Then $i=\sqrt{P/M}$. At $x=0.2$, $M=4.2$ kΩ, which gives 116 μA and 0.49 V; at $x=0.8$, $M=1.8$ kΩ, which gives 177 μA and 0.32 V. The time $\int dq/i$ is 5.0 ms, corresponding to a mean current of 138 μA. For the flux, $1-x_0+x_0e^{q/q_c}=0.8+0.2(16)=4$, and (7) gives

$$\varphi=5(0.693)-4(0.25)\ln4=3.47-1.39=2.08\ \text{mV s},$$

with resistances in kΩ and charge in μC.

## 6. Implementation

**State variable.** Store $\ell=\ln[x/(1-x)]$ instead of $x$. By (4), a step that transfers the charge $\Delta q$ is

$$\ell_{n+1}=\ell_n+\Delta q/q_c,\qquad
x=\frac1{1+e^{-\ell}},\qquad 1-x=\frac1{1+e^{\ell}} .$$

This update has no time-step error if $\Delta q$ is known, and it needs no clipping. Computing $1-x$ from its own formula avoids subtracting two nearly equal numbers.

**Voltage steps.** Apply (7) over one step, with $x_0$ replaced by the present $x_n$ and $\varphi$ by $\Delta\varphi=\int v\,dt$ over the step. The root $\Delta q$ lies between $\Delta\varphi/R_{\rm off}$ and $\Delta\varphi/R_{\rm on}$, because the slope lies between the two resistances. A bracketed root finder is therefore safe. For large positive $s=\Delta q/q_c$, write the logarithm as $s+\ln[x_n+(1-x_n)e^{-s}]$ to avoid overflow.

**Explicit steps in $x$.** An Euler step gives

$$1-x_{n+1}=(1-x_n)\left(1-x_n\Delta q/q_c\right),$$

which is negative when $\Delta q>q_c/x_n$. A boundary crossing of this kind is an error of the step size, not a property of the model.

**Finite precision.** In double precision, $1+\delta$ rounds to 1 when $\delta\le2^{-53}$. For $x_0=0.2$, (5) has $\delta=4e^{-q/q_c}$, so the computed $x$ becomes 1 at $q=q_c\,(55\ln2)=9.5$ μC. If that rounded number is then used as the state, the window is zero and reverse current cannot move it. An integrator that stores $x$ may stall at a different charge, depending on its steps. The variable $\ell$ is only about 37 at this point and keeps the information.

## 7. Where the model departs from a real filament

**Temperature.** The example takes the mobility at 600 K throughout, but the front is not always that hot. Suppose that both ends are held at $T_0=300$ K, that the thermal conductivity is $\kappa=3$ W/(m K) everywhere, and that no heat leaves sideways. Let $A$ be the cross-section, $p_1$ and $p_2$ the heating per length in filament and gap, $L=D-w$ the gap length, and $\theta$ the temperature rise at the front. In each part the steady profile is a straight line plus a parabola. The slopes on the two sides of the front are

$$\frac{\theta}{w}-\frac{p_1w}{2\kappa A}\qquad\text{and}\qquad-\frac{\theta}{L}+\frac{p_2L}{2\kappa A}.$$

Continuity of the heat current makes them equal. Since $1/w+1/L=D/(wL)$ and $p_1w+p_2L=P$,

$$\theta=\frac{P\,wL}{2\kappa AD}=\frac{PD}{2\kappa A}\,x(1-x). \tag{8}$$

A finite-difference solution for $x=0.2$, 0.4, 0.5, 0.6 and 0.8 agreed with (8) within $10^{-5}$ K. The power in section 5 was chosen to make the front 600 K at $x=1/2$: $P=8\kappa A(300\ \text{K})/D$. The hottest point found anywhere in the column for these five states was 635 K.

Both suppositions about heat flow matter. If the column is instead surrounded by oxide of the same conductivity, the same power heats the centre of the front at $x=1/2$ to only 478 K. Reaching 600 K then takes about 95 μW, which raises the gap field at $x=0.8$ to 1.15 MV/cm. Electrons also carry heat: by the Wiedemann–Franz law at 600 K they add about 1.9 W/(m K) in the filament and 0.4 W/(m K) in the gap. These contributions are proportional to the local temperature. With that dependence included and no side loss, they lower the front at $x=1/2$ to about 540 K. The temperatures below keep the simpler suppositions.

At $x=0.2$ and $x=0.8$, (8) gives only 492 K. For hopping over a barrier $E_a=1$ eV, $\mu\propto T^{-1}e^{-E_a/k_BT}$, and the mobility there is 0.017 of its 600 K value. With $\mu$ following the front temperature at the same constant power, the charge from 0.2 to 0.8 is

$$q=q_c\int_{0.2}^{0.8}\frac{\mu(600\ \text{K})}{\mu(T(x))}\,\frac{dx}{x(1-x)}=6.2\ \mu\text{C},$$

nine times the constant-mobility result. The curve is no longer logistic. The boundaries remain out of reach for any positive, bounded mobility, because $\ell$ then changes by $\int(4\mu R_{\rm on}/D^2)\,i\,dt$, which is finite.

**Diffusion.** With the Einstein relation, a diffusion speed of order $(\mu k_BT/2e)/w$ for doubly charged vacancies can be compared with the drift speed $\mu R_{\rm on}i/D$. The ratio is $(k_BT/2e)/(R_{\rm on}ix)$, which at 600 K and the power of section 5 is 0.38 at $x=0.5$ but 1.1 at $x=0.2$, where the example starts. At the 492 K that (8) gives for this state the ratio is 0.91. Either way diffusion is about as strong as drift there, so the charges in section 5 describe the drift model only. Diffusion acts even at zero current, so a real state is not fixed by charge alone. At 300 K the diffusion time $D^2/(\mu k_BT/2e)$ is about 110 days.

**Field.** At $x=0.8$ the field is 0.18 MV/cm in the filament but 0.89 MV/cm in the gap, close to a rough breakdown strength of 1 MV/cm. At the same power the gap field passes that strength near $x=0.90$, so the target 0.9 in section 5 is already at the limit, and those from 0.97 upward would need a lower power. The model moves the front with the smaller field. If the gap field acted instead, $R_{\rm off}$ would replace $R_{\rm on}$ in $q_c$, which would become 0.05 μC; the logistic form would stay. For hops of $a=0.3$ nm, the speed exceeds the linear law by the factor $\sinh(b)/b$, with $b=eaE/k_BT$ for charge $2e$. In the gap field $E$ at $x=0.8$ this is 1.045 at 600 K, a correction of 4.5 %. At the 492 K that (8) gives for this state, the correction is 6.7 %.

**The last atomic step.** One hop length is 0.03 of the thickness. Beyond $x=0.97$, reached after 1.2 μC, a continuous front position has no atomic meaning. The unreachable boundary is thus a property of the equation, and does not show that a real filament cannot touch its electrode.

Electrons can also tunnel across such a gap. For a gap $g$, a barrier $\Phi$ and $\lambda=\sqrt{2m_e\Phi}/\hbar$, take the transmission of a mode with transverse wavenumber $k$ as $e^{-2gs}$, where $s^2=\lambda^2+k^2$. Summing over modes, with $k\,dk=s\,ds$, gives the conductance

$$G=\frac{2e^2}{h}\frac{A}{2\pi}\int_\lambda^\infty s\,e^{-2gs}\,ds
=\frac{e^2A}{\pi h}\,\frac{(1+2\lambda g)\,e^{-2\lambda g}}{4g^2}.$$

With $\Phi=1$ eV and $g=0.3$ nm, $1/G$ is about 2 kΩ, in parallel with an ohmic gap resistance of 0.15 kΩ. In this estimate tunnelling adds some 8 % to the gap conductance. Two approximations in this figure pull in opposite directions. The sum includes all transverse wavenumbers, whereas a metal supplies modes only up to its Fermi wavenumber $k_F$; with two free electrons per vacancy, at the vacancy density given below, the cutoff alone reduces the share to about 3.5 %. But at $\lambda g\approx1.5$ the bare exponential underestimates the transmission: the exact rectangular-barrier form $4k_z^2s^2/[4k_z^2s^2+(k_z^2+s^2)^2\sinh^2(gs)]$, with $k_z^2=k_F^2-k^2$ and the same cutoff, gives about 8 % again. In that form an electron mass of $2m_e$ or $0.5m_e$ moves the share to about 2 % or 21 %, so only its order of magnitude is meaningful. The ohmic 0.15 kΩ is itself close to the ballistic resistance of this cross-section at that electron density, about 0.14 kΩ, so a bulk resistivity is doubtful over a single hop.

**Meaning of the charge.** At a rough vacancy density of $10^{21}$ cm⁻³, the vacancies in a full filament carry $2.5\times10^{-10}$ μC, or $10^{-9}$ of $q_c$. The charge $q$ is therefore almost wholly electronic. It serves as a measure of accumulated drift, not as a count of ions moved.

**Comparison with titanium dioxide cells.** The filament resistivity implied by the example, $8\times10^{-4}$ Ω cm, is of the order found in metallic titanium suboxides. The mobility is plausible only for a hot filament: a hopping estimate with $E_a=1$ eV, $a=0.3$ nm and an attempt frequency of $10^{13}$ s⁻¹ gives $1.4\times10^{-9}$ cm²/Vs at 600 K. The switching time of 5 ms is long, since many oxide cells switch in less than a microsecond, and a resistance ratio of 5 is low. In the simple heat model above, the temperature dependence of the mobility alone raises the charge from 0.69 to 6.2 μC. Equation (5) should therefore be used as a compact circuit law with a fitted $q_c$, over a range of drive and state in which the front temperature changes little and drift outweighs diffusion. The numerical output below lists the parameters and the main results.

## Computed results

```
Oxide thickness D: 10 nm
Filament radius: 5 nm
R_on: 1 kohm
R_off: 5 kohm
Filament resistivity: 0.000785 ohm cm
Vacancy mobility at T_op: 1e-09 cm2/Vs
Mobility from hopping estimate: 1.4e-09 cm2/Vs
T_op: 600 K
Ambient temperature: 300 K
Thermal conductivity: 3 W/(m K)
Hopping barrier: 1 eV
Hop length: 0.3 nm
Attempt frequency: 1e+13 1/s
Initial state x0: 0.2
Characteristic charge q_c: 0.25 uC
Charge from x0 to x=0.03: -0.5225 uC
Charge from x0 to x=0.5: 0.3466 uC
Charge from x0 to x=0.8: 0.6931 uC
Charge from x0 to x=0.9: 0.8959 uC
Charge from x0 to x=0.97: 1.216 uC
Charge from x0 to x=0.99: 1.495 uC
Charge from x0 to x=0.999: 2.073 uC
1-x after 1 uC: 0.06826
1-x after 2 uC: 0.00134
1-x after 5 uC: 8.245e-09
Charge to boundary without window: 0.8 uC
Logistic x at that charge: 0.8598
Charge where stored x rounds to 1: 9.53 uC
Largest state error, current drives: 4.7e-13
Constant power: 56.55 uW
Time from x=0.2 to x=0.8: 5.01 ms
Flux from x=0.2 to x=0.8: 2.079 mV s
Current at x=0.2: 116 uA
Current at x=0.8: 177.2 uA
Voltage at x=0.2: 0.487 V
Voltage at x=0.8: 0.319 V
Front temperature at x=0.2 and 0.8: 492 K
Hottest point among sampled states: 635.5 K
Mobility at x=0.2 / mobility at T_op: 0.017
Charge 0.2 to 0.8, heated-front mobility: 6.21 uC
Diffusion / drift at x=0.5: 0.38
Diffusion time over D at ambient: 1.1e+02 days
Field in filament at x=0.8: 0.177 MV/cm
Field in gap at x=0.8: 0.886 MV/cm
Nonlinear hopping factor in gap field: 1.045
Tunnelling barrier: 1 eV
Tunnel resistance, one-hop gap: 2 kohm
Ohmic resistance, one-hop gap: 0.15 kohm
Vacancy density: 1e+21 1/cm3
Ionic charge in full filament: 2.5e-10 uC
Ionic charge / q_c: 1.0e-09
```
